\section*{Why MP2 Overestimates the Basis-Set Error of CCSD: Helium Partial Waves, part 1}

(Sections cited here and not found follow in the second part.)

\section{The question and the setting}

\textit{Q.} I get CCSD energies in a moderate basis and add the MP2 energy change on going to a larger one. I was told that this overshoots. What precisely is being compared?

\textit{A.} Take the helium ground state, with a clamped point nucleus, no relativity and Hartree atomic units. Let the one-electron basis be radially complete and contain angular momenta $l\le L$. The correlation energy $E_c(L)$ has increments $\Delta E_l=E_c(l)-E_c(l-1)$, with $E_c(-1)=0$, and the basis-set error at $L$ is $-\sum_{l>L}\Delta E_l$. The interference factor is $f_l=\Delta E_l^{\rm CCSD}/\Delta E_l^{\rm MP2}$. For two electrons $e^{T_1+T_2}$ acting on the Hartree--Fock (HF) determinant ends at $1+T_1+T_2+\tfrac12T_1^2$ and spans all excitations, so CCSD gives the lowest eigenvalue of $H=h_1+h_2+g$ in the basis, with $h=T-2/r$, $T=-\tfrac12\nabla^2$, $g=1/r_{12}$. The spin singlet factors out. The spatial pair function is symmetric and depends on $r_1$, $r_2$ and the angle $\theta$ between the position vectors:
\begin{equation}
\Psi=\sum_l\Psi_l(r_1,r_2)P_l(\cos\theta).
\end{equation}
The $l$th term, shell $l$, holds both electrons in orbitals of angular momentum $l$; $\mathcal P_l$ projects on it, and $\lambda=l+\tfrac12$. Spherical one-electron operators commute with $\mathcal P_l$, so $g$ is the part of $H$ that couples shells. Its expansion is $g=\sum_kg_kP_k$, $g_k=a^k/b^{k+1}$, with $a=\min(r_1,r_2)$, $b=\max(r_1,r_2)$.

\section{The amplitude equation}

\textit{Q.} Where in CCSD is the ladder, and what does MP2 leave out?

\textit{A.} Let $\varphi$ be the HF orbital, $\Phi=\varphi(1)\varphi(2)$, $\Psi$ normalized and $c_0=\langle\Phi|\Psi\rangle$. Write $\Psi/c_0=\Phi+S+D$, where $S=T_1\Phi$ keeps one electron in $\varphi$ and $D=(T_2+\tfrac12T_1^2)\Phi$ keeps none. The Fock operator is $F=h+v$, $v=2J-K$, $F\varphi=\varepsilon\varphi$. With $J_{11}=\langle\Phi|g|\Phi\rangle=\langle\varphi|J|\varphi\rangle=\langle\varphi|K|\varphi\rangle$ one has $\varepsilon=\langle h\rangle+J_{11}$ and $E_{\rm HF}=2\langle h\rangle+J_{11}=2\varepsilon-J_{11}$. Inserting $h=F-v$ and $E=E_{\rm HF}+E_c$ gives
\begin{equation}
H-E=(F_1+F_2-2\varepsilon)+g+(J_{11}-v_1-v_2)-E_c .
\end{equation}
Apply this to $\Phi+S+D$ and project with $Q=q_1q_2$, $q=1-|\varphi\rangle\langle\varphi|$. Since $F$ commutes with $q$ and $Q\Phi=QS=0$, the Fock terms and the constants remove $\Phi$ and $S$. Also $Qv_1\Phi=0$, because electron 2 stays in $\varphi$, and likewise for $v_2$. What remains is
\begin{align}
(F_1+F_2-2\varepsilon)D=-Q\big[&g\Phi+gD+gS+(J_{11}-v_1-v_2)D\nonumber\\
&-E_cD-(v_1+v_2)S\big].\label{dbl}
\end{align}
MP2 keeps $g\Phi$ alone. In virtual orbitals $QgD$ is $\sum_{cd}\langle ab|cd\rangle D_{cd}$, the particle--particle ladder; $J_{11}D$ is the hole--hole ladder, the $v$ terms on $D$ are the direct and exchange rings, and $-E_cD$ is the quadratic term. Projection of $(H-E)\Psi=0$ on $\Phi$ gives $E_c=\langle\Phi|g|D\rangle$, because $\langle\Phi|H|S\rangle=0$ by Brillouin's theorem and $h$ cannot return two electrons to $\varphi$.

Two features of (\ref{dbl}) matter. The first three terms add up to $g\Psi/c_0$, so the repulsion acts on the correlated pair where MP2 lets it act on $\Phi$. And among the terms linear in $D$ the ladder is the one that couples different shells, since $v$ is spherical; the last term stays in $l=0$, where $S$ lies.

\section{The high-$l$ law}

\textit{Q.} How does that change of source become an energy?

\textit{A.} For $l\ge1$, where $Q$ acts as unity, the MP2 increment is
\begin{equation}
\Delta E_l^{\rm MP2}=-\langle\Phi|g\,\mathcal P_l(F_1+F_2-2\varepsilon)^{-1}\mathcal P_l\,g|\Phi\rangle .\label{mp}
\end{equation}
For CCSD, eliminate the new shell from the eigenvalue problem. With $H_<$ the block of shells below $l$ and $H_{ll}=\mathcal P_lH\mathcal P_l$, the lower part of the eigenvector obeys $[H_<-g\mathcal P_l(H_{ll}-E)^{-1}\mathcal P_lg]\Psi_<=E\Psi_<$. To first order in the added operator,
\begin{equation}
\Delta E_l^{\rm CCSD}\simeq-\langle\Psi_<|g\,\mathcal P_l(H_{ll}-E)^{-1}\mathcal P_l\,g|\Psi_<\rangle,\label{cc}
\end{equation}
with $\Psi_<$ the normalized eigenvector for $L=l-1$. Shell $l$ resolves distances $r_{12}\sim r/\lambda$, where $T\sim\lambda^2/r^2$ and $g\sim\lambda/r$. Each further factor $g/T$ therefore costs a factor $r/\lambda$ or smaller, and each bounded potential or constant costs $r^2/\lambda^2$. To leading order both denominators are $T_1+T_2$, and the two methods differ in the function $X$, $\Phi$ or $\Psi$, on which $g$ acts.

The kinetic operator can be inverted on $gX$. Since $\nabla_i^2r_{12}=2/r_{12}$, $(T_1+T_2)\tfrac12r_{12}=-\tfrac12\cdot2\cdot\tfrac12\cdot2/r_{12}=-g$. For a smooth symmetric $X_0$ the product rule gives
\begin{equation}
(T_1+T_2)\tfrac12r_{12}X_0=-gX_0-\tfrac12\hat{\mathbf r}_{12}\cdot(\nabla_1-\nabla_2)X_0+\tfrac12r_{12}(T_1+T_2)X_0 .
\end{equation}
Symmetry makes $(\nabla_1-\nabla_2)X_0$ vanish at $r_{12}=0$, so the last two terms are of order $r_{12}$, smaller than $gX_0$ by $\lambda^{-2}$. I assume that near coalescence and away from the nucleus $\Psi=X_0(1+\tfrac12r_{12}+\dots)$, the Kato cusp form. Then $g\Psi=gX_0+\tfrac12X_0+O(r_{12})$, and $\tfrac12X_0$ is smooth and feeds no slowly decaying tail in $l$. The amplitude of shell $l$ is thus $\mathcal P_l\tfrac12r_{12}$ times the coalescence value $X(r,r)$, taken at $r_1=r_2=r$, $\theta=0$, and
\begin{equation}
\Delta E_l\simeq\langle X|g\,\mathcal P_l\tfrac12r_{12}|X\rangle .
\end{equation}

The shells $\rho_l$ of $r_{12}=\sum_l\rho_lP_l$ follow from $r_{12}=(a^2+b^2-2ab\,t)g$, $t=\cos\theta$, and $tP_k=[(k+1)P_{k+1}+kP_{k-1}]/(2k+1)$:
\begin{align}
\rho_l&=(a^2+b^2)g_l-2ab\Big[\frac{l\,g_{l-1}}{2l-1}+\frac{(l+1)g_{l+1}}{2l+3}\Big]\nonumber\\
&=\frac{a^{l+2}}{b^{l+1}}\Big[1-\frac{2l+2}{2l+3}\Big]+\frac{a^l}{b^{l-1}}\Big[1-\frac{2l}{2l-1}\Big]\nonumber\\
&=\frac{a^{l+2}}{(2l+3)\,b^{l+1}}-\frac{a^l}{(2l-1)\,b^{l-1}} .
\end{align}
The angular integral is $\int d\Omega_1d\Omega_2P_l^2=8\pi^2\cdot2/(2l+1)$. Put $a=sb$, so that $a^2b^2\,da\,db=b^5s^2\,ds\,db$ and $g_l\rho_l=s^{2l+2}/(2l+3)-s^{2l}/(2l-1)$. The two orderings of $r_1,r_2$ give a factor 2 that cancels the $\tfrac12$. The integrand is confined to $1-s\sim1/\lambda$, so $X$ is taken at $r=b$:
\begin{align}
\int_0^1s^2g_l\rho_l\,ds&=\frac{1}{(2l+3)(2l+5)}-\frac{1}{(2l-1)(2l+3)}\nonumber\\
&=\frac{(2l-1)-(2l+5)}{(2l-1)(2l+3)(2l+5)},\\
\Delta E_l&\simeq\frac{-96\pi^2\int|X(r,r)|^2r^5dr}{(2l-1)(2l+1)(2l+3)(2l+5)} .
\end{align}
The denominator tends to $16\lambda^4$, which gives
\begin{equation}
\Delta E_l\to-A[X]\lambda^{-4},\qquad A[X]=6\pi^2\int_0^\infty|X(r,r)|^2r^5dr .\label{law}
\end{equation}
With $\eta(r)=\Psi(r,r)/\Phi(r,r)$ and $\langle\cdot\rangle$ the normalized average with weight $\Phi(r,r)^2r^5=\varphi^4r^5$,
\begin{equation}
f_\infty=A[\Psi]/A[\Phi]=\langle\eta^2\rangle .\label{finf}
\end{equation}
The cusp slope $\tfrac12$ is common to both methods. The value that it multiplies differs, and in (\ref{dbl}) the doubles part of that difference arrives through $gD$.

\textit{Q.} That denominator is not even in $\lambda$. Does MP2 then have a $\lambda^{-5}$ term?

\textit{A.} The odd term comes from placing $X$ at $b$. A smooth symmetric $X$ is even in $\ln(r_1/r_2)$ at fixed $R=\sqrt{ab}$, so $R$ is the proper point. With $b=Rs^{-1/2}$, $b^5db=s^{-3}R^5dR$, and the integral becomes
\begin{align}
\int_0^1\frac{g_l\rho_l}{s}\,ds&=\frac{1}{(2\lambda+2)(2\lambda+1)}-\frac{1}{(2\lambda-2)(2\lambda-1)}\nonumber\\
&=\frac{-12\lambda}{(4\lambda^2-4)(4\lambda^2-1)},
\end{align}
because the numerators $4\lambda^2-6\lambda+2$ and $4\lambda^2+6\lambda+2$ differ by $-12\lambda$. Multiplied by $16\pi^2/2\lambda$ this is even in $\lambda$, with the same leading term. The other neglected terms in (\ref{mp}) were of relative order $\lambda^{-2}$, so the first MP2 correction goes as $\lambda^{-6}$.

\section{Sign and power of the reduction}

\textit{Q.} Why should $\eta$ be below one? A Coulomb hole sounds plausible, but can it be shown?

\textit{A.} In part. The first-order amplitude in shell $l\ge1$ has the radial function
\begin{equation}
D^{(1)}_l=-\int_0^\infty d\tau\,e^{2\varepsilon\tau}\,e^{-\tau F_{l}(1)}e^{-\tau F_{l}(2)}\,g_l\Phi,
\end{equation}
where $F_l$ is the radial Fock operator; the integral converges because $\varepsilon$ lies below the spectrum of $F_l$. The source $g_l\Phi$ is positive, as $\varphi$ has no node. By the Trotter formula $e^{-\tau F_l}$ is a limit of products of three kinds of factor: the free radial heat kernel, which is positive; multiplication by the exponential of the local potential, which is positive; and $e^{+\tau K_l}$, a power series in the positive kernel $\varphi(r)\varphi(r')g_l/(2l+1)$. Hence $D^{(1)}_l<0$, and since $P_l(1)=1$ each shell $l\ge1$ lowers the pair function at coalescence. The source $g\Phi$ and the part of the first-order ladder term $gD^{(1)}$ that comes from the shells $l\ge1$ then have opposite signs at coalescence, which is the interference. For $l=0$ the argument stops: $D_0$ is orthogonal to $\Phi$ and must change sign somewhere in the $(r_1,r_2)$ plane. For the complete CCSD function the inequality is a numerical finding: $0<\eta<1$ was tested at all grid points with $0.05<r<4$ bohr, and $\eta=0.766$, $0.750$, $0.653$, $0.397$ at $r=0.25$, $0.5$, $1$, $2$ bohr. These are $L=12$ estimates, low by up to $0.001$; without truncation the last two are $0.654$ and $0.398$.

Two limits follow from (\ref{finf}). For nuclear charge $Z$, the scaling $r\to r/Z$ leaves $g$ with a coefficient $1/Z$ relative to $h$, so $\eta=1+O(1/Z)$ and MP2 gives the CCSD tail as $Z\to\infty$. For an interaction $\mu g$ with small $\mu$, $D^{(1)}\propto\mu$ and $f_\infty=1+2\langle D^{(1)}/\Phi\rangle+O(\mu^2)$; the correction changes sign with $\mu$, so the sign of the effect is tied to repulsion.

\textit{Q.} The energy $\langle\Phi|g|D\rangle$ is linear in the amplitudes. If they shrink by $\eta$, why does the increment shrink by $\eta^2$?

\textit{A.} The new shell also changes the old ones. The ladder-only model, (\ref{dbl}) with $g\Phi+gD$ on the right, shows this in closed form. It is a linear system $Mx=-\beta$ with the symmetric matrix $M=F_1+F_2-2\varepsilon+QgQ$, source $\beta=Qg\Phi$ and energy $\beta\cdot x$. Before shell $l$ is added, $x_<^0=-M_{<<}^{-1}\beta_<$. Afterwards the lower block row gives $x_<=x_<^0-M_{<<}^{-1}g_{<l}x_l$, and
\begin{align}
\Delta E_l&=\beta_l\cdot x_l-\beta_<\cdot M_{<<}^{-1}g_{<l}x_l=\beta_l\cdot x_l+(g_{l<}x^0_<)\cdot x_l,\\
x_l&=-\big(M_{ll}-g_{l<}M_{<<}^{-1}g_{<l}\big)^{-1}(\beta_l+g_{l<}x^0_<),
\end{align}
where the second line is the upper block row solved after substitution. The reduced source $\beta_l+g_{l<}x^0_<=\mathcal P_lg(\Phi+D_<)$ enters once in $x_l$ and once in the energy. The direct term $\beta_l\cdot x_l$ holds one power. The second power comes from the relaxation of the lower shells through the same ladder integrals, and this term is positive when $g_{l<}x_<^0$ and $x_l$ are both negative. In CCSD, (\ref{cc}) plays the same role. The direct term $\langle\Phi|g|D_l\rangle$ of the top shell carries $\Phi\Psi/c_0$, so its ratio to MP2 tends to $f_1=\langle\eta\rangle/c_0$, and
\begin{equation}
f_\infty-(c_0f_1)^2=\langle\eta^2\rangle-\langle\eta\rangle^2\ge0 .
\end{equation}
For helium $f_1=0.665$, $(c_0f_1)^2=0.4391$ and $f_\infty=0.4473$, so the variance of $\eta$ is $0.008$. Reading the factor off the top-shell part of $\langle\Phi|g|D\rangle$ would give $0.665$ where the basis-set error needs $0.447$.

At high $l$ the MP2 and CCSD increments both fall as $\lambda^{-4}$, and their ratio tends to $f_\infty=\langle\eta^2\rangle$, which is $0.4473$ for helium, where $\eta<1$ is a numerical finding. What remains is the role of the rings and other terms, the accuracy of the helium numbers, and the consequence for a basis-set correction.

All numerical values are calculated from the stated model.
